# Threshold Speed for Kinetic Electron Emission from a Free-Electron Metal: test program

```python
"""
Kinetic electron emission: threshold speed of a heavy ion in a free-electron metal.

Result under test:
    v_th = (vF/2) * (sqrt(1 + W/EF) - 1)
EF  Fermi energy from the band bottom     W   work function
vF  Fermi speed                           vs  speed of an electron at vacuum level
v   ion speed                             M   ion mass in electron masses
Internal units: electron mass = hbar = 1, energy in hartree, length in bohr.
In these units an electron's speed and wave number are the same number.
"""
import math
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq, minimize_scalar

HARTREE_EV = const.physical_constants["Hartree energy in eV"][0]
SPEED_KMS = const.physical_constants["atomic unit of velocity"][0] / 1e3
BOHR_NM = const.physical_constants["Bohr radius"][0] * 1e9
DALTON = const.atomic_mass / const.m_e

# Rough typical inputs for aluminium and a processing plasma
fermi_ev, work_ev, lattice_nm = 11.7, 4.3, 0.405
ion_masses = {"H+": 1.0, "N+": 14.0, "Ar+": 40.0}
sheath_ev, temperature, field = 500.0, 300.0, 1.0e6
argon_ionization_ev = 15.8

EF, W = fermi_ev / HARTREE_EV, work_ev / HARTREE_EV
vF, vs = math.sqrt(2 * EF), math.sqrt(2 * (EF + W))


def threshold(fermi, work):
    return 0.5 * math.sqrt(2 * fermi) * (math.sqrt(1 + work / fermi) - 1)


def ion_energy_ev(speed, mass_u):
    return 0.5 * mass_u * DALTON * speed**2 * HARTREE_EV


v_th = threshold(EF, W)


# Test 1: laboratory-frame trajectories, attractive screened Coulomb ion
def final_energy(v, impact=0.02):
    def motion(t, y):
        x, z = y[0], y[1] - v * t
        r = math.hypot(x, z)
        pull = -math.exp(-r) * (1 / r + 1) / r**2
        return [y[2], y[3], pull * x, pull * z]
    start = [impact, 12 * vF, 0.0, -vF]
    path = solve_ivp(motion, (-12, 14), start, method="DOP853",
                     rtol=1e-12, atol=1e-13)
    assert path.success
    return 0.5 * (path.y[2, -1]**2 + path.y[3, -1]**2)


v_path = brentq(lambda v: final_energy(v) - EF - W,
                0.9 * v_th, 1.1 * v_th, xtol=1e-6)
# The small nonzero impact parameter leaves the reversal slightly incomplete.
assert abs(v_path / v_th - 1) < 1e-2
gain_path = final_energy(v_th) - EF
assert abs(gain_path / (2 * v_th * (vF + v_th)) - 1) < 1e-2

# Test 2: random elastic collisions with the whole Fermi sphere
rng = np.random.default_rng(4)


def random_directions(count):
    vectors = rng.normal(size=(count, 3))
    return vectors / np.linalg.norm(vectors, axis=1)[:, None]


count = 200000
electrons = vF * rng.random(count)[:, None]**(1 / 3) * random_directions(count)


def collide(v):
    ion = np.array([0.0, 0.0, v])          # +z points into the solid
    relative = np.linalg.norm(electrons - ion, axis=1)
    return ion + relative[:, None] * random_directions(count)


v_fast = 1.5 * v_th
after = collide(v_fast)
speeds = np.linalg.norm(after, axis=1)
assert speeds.max() <= vF + 2 * v_fast
assert np.count_nonzero(speeds > vs) > 100
assert np.max(-after[:, 2]) <= vF + 1e-12 < vs
assert np.linalg.norm(collide(0.99 * v_th), axis=1).max() < vs

# Test 3: escape cone after isotropic elastic redirection
u_fast = vF + 2 * v_fast
escape_fraction = 0.5 * (1 - vs / u_fast)
sampled_fraction = np.mean(-u_fast * random_directions(count)[:, 2] > vs)
sampling_error = math.sqrt(escape_fraction / count)
assert abs(sampled_fraction - escape_fraction) < 5 * sampling_error

# Test 4: quantum onset, smallest speed with energy change = q * v
k_i = np.linspace(0, vF, 61)[:, None, None]
k_f = np.linspace(vs, 3 * vs, 81)[None, :, None]
cosine = np.linspace(-1, 1, 81)[None, None, :]
transfer = np.sqrt(k_i**2 + k_f**2 - 2 * k_i * k_f * cosine)
v_quantum = np.min(0.5 * (k_f**2 - k_i**2) / transfer)
assert abs(v_quantum / v_th - 1) < 1e-10


# Test 5: finite ion mass, search over initial and final directions
def fastest_electron(v, mass):
    angle = np.linspace(0, 2 * np.pi, 181)
    ux, uz = vF * np.sin(angle), vF * np.cos(angle)
    centre_x = ux / (mass + 1)
    centre_z = (mass * v + uz) / (mass + 1)
    rel = mass / (mass + 1) * np.hypot(ux, uz - v)
    out_x = centre_x[:, None] + rel[:, None] * np.sin(angle)
    out_z = centre_z[:, None] + rel[:, None] * np.cos(angle)
    return np.hypot(out_x, out_z).max()


def mass_shift(mass):
    return (vs + vF) / (2 * mass)


v_light = brentq(lambda v: fastest_electron(v, DALTON) - vs,
                 0.8 * v_th, 1.3 * v_th, xtol=1e-13)
# The angular grid contains the head-on case up to rounding.
assert abs((v_light - v_th) / mass_shift(DALTON) - 1) < 1e-4


# Test 6: momentum transfers of a moving potential between Bloch states
def transfer_lines(lattice_strength):
    cells, points = 12, 192
    grid = np.arange(points)

    def bloch(k, band):
        waves = k + cells * np.arange(-6, 7)
        hamiltonian = np.diag(0.5 * (waves / cells)**2)
        coupling = np.full(len(waves) - 1, lattice_strength)
        hamiltonian += np.diag(coupling, 1) + np.diag(coupling, -1)
        vector = np.linalg.eigh(hamiltonian)[1][:, band]
        return np.exp(2j * np.pi * np.outer(grid, waves) / points) @ vector

    overlap = np.conj(bloch(3, 1)) * bloch(-2, 0)
    distance = (grid + points // 2) % points - points // 2
    bump = np.exp(-0.5 * (distance / 1.5)**2)
    signal = np.array([np.sum(overlap * np.roll(bump, s)) for s in grid])
    strength = np.abs(np.fft.ifft(signal))
    lines = np.flatnonzero(strength > 1e-6 * strength.max())
    return (lines + points // 2) % points - points // 2


free_lines, lattice_lines = transfer_lines(0.0), transfer_lines(0.05)
assert list(free_lines) == [-7]
assert len(lattice_lines) >= 3 and np.all((lattice_lines + 7) % 12 == 0)

# Test 7: weak-work-function limit and its first correction
small = 1e-3 * EF
linear_ratio = (small / (2 * vF)) / threshold(EF, small)
assert abs((linear_ratio - 1) / (small / (4 * EF)) - 1) < 1e-2

# Neglected effects, for the example's own numbers
argon = ion_masses["Ar+"]
E_argon = ion_energy_ev(v_th, argon)
thermal_ev = 4 * const.k * temperature / const.e
thermal = thermal_ev / HARTREE_EV
E_thermal = ion_energy_ev(threshold(EF + thermal, W - thermal), argon)
occupation = 1 / (math.exp(4) + 1)

lowering_ev = math.sqrt(const.e * field / (4 * math.pi * const.epsilon_0))
image = const.e / (16 * math.pi * const.epsilon_0)
barrier = minimize_scalar(lambda x: image / (x * 1e-9) + field * x * 1e-9,
                          bounds=(1, 200), method="bounded")
assert abs(barrier.fun / lowering_ev - 1) < 1e-6
E_field = ion_energy_ev(threshold(EF, W - lowering_ev / HARTREE_EV), argon)

G_nm = 2 * math.pi * math.sqrt(3) / lattice_nm
v_lattice = W / (vF + vs + G_nm * BOHR_NM)
v_sheath = math.sqrt(2 * sheath_ev / HARTREE_EV / (argon * DALTON))
gain_sheath_ev = 2 * v_sheath * (vF + v_sheath) * HARTREE_EV
assert gain_sheath_ev < work_ev


def show(label, value, unit, digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


print("INPUTS (rough typical values)")
show("Fermi energy EF", fermi_ev, "eV")
show("Work function W", work_ev, "eV")
show("Lattice constant", lattice_nm, "nm")
for name, mass in ion_masses.items():
    show(f"Mass of {name}", mass, "u")
print("THRESHOLD")
show("W/EF", W / EF, "")
show("sqrt(1+W/EF)", math.sqrt(1 + W / EF), "", 5)
show("Fermi speed vF", vF * SPEED_KMS, "km/s")
show("Vacuum-level speed vs", vs * SPEED_KMS, "km/s")
show("Threshold speed v_th", v_th * SPEED_KMS, "km/s")
show("v_th/vF", v_th / vF, "")
show("Threshold from trajectories", v_path * SPEED_KMS, "km/s")
show("Threshold from momentum search", v_quantum * SPEED_KMS, "km/s")
show("Small-W estimate W/(2 m vF)", W / (2 * vF) * SPEED_KMS, "km/s")
for name, mass in ion_masses.items():
    show(f"Threshold energy of {name}", ion_energy_ev(v_th, mass), "eV")
print("ESCAPE AT 1.5 v_th, fastest electron redirected isotropically")
show("Escape fraction, formula", escape_fraction, "", 3)
show("Escape fraction, sampled", sampled_fraction, "", 3)
print("Ar+ AT SHEATH ENERGY")
show("Sheath energy", sheath_ev, "eV")
show("Ion speed", v_sheath * SPEED_KMS, "km/s")
show("Largest free-electron energy gain", gain_sheath_ev, "eV", 3)
show("Momentum needed, W/(hbar v)", W / v_sheath / BOHR_NM, "1/nm")
show("Momentum available, kF+ks", (vF + vs) / BOHR_NM, "1/nm")
print("NEGLECTED EFFECTS")
for name in ("H+", "Ar+"):
    shift = 100 * mass_shift(ion_masses[name] * DALTON) / v_th
    show(f"Finite-mass rise of v_th, {name}", shift, "%", 2)
show("Temperature", temperature, "K")
show("Thermal energy 4kT", thermal_ev, "eV", 3)
show("Occupation at EF+4kT", occupation, "", 2)
show("Ar+ threshold from EF+4kT", E_thermal, "eV")
show("Sheath field", field / 1e8, "MV/cm")
show("Barrier lowering by field", lowering_ev, "eV", 3)
show("Ar+ threshold with lowered barrier", E_field, "eV")
show("Reciprocal vector G(111)", G_nm, "1/nm")
show("Onset speed with one G(111)", v_lattice * SPEED_KMS, "km/s")
show("Ar+ onset with one G(111)", ion_energy_ev(v_lattice, argon), "eV")
show("Ar ionization energy (rough input)", argon_ionization_ev, "eV")
show("Potential-emission surplus I-2W", argon_ionization_ev - 2 * work_ev, "eV")
print("success")
```

Output:

```
INPUTS (rough typical values)
Fermi energy EF: 11.7 eV
Work function W: 4.3 eV
Lattice constant: 0.405 nm
Mass of H+: 1 u
Mass of N+: 14 u
Mass of Ar+: 40 u
THRESHOLD
W/EF: 0.3675
sqrt(1+W/EF): 1.1694
Fermi speed vF: 2029 km/s
Vacuum-level speed vs: 2372 km/s
Threshold speed v_th: 171.8 km/s
v_th/vF: 0.08471
Threshold from trajectories: 171.8 km/s
Threshold from momentum search: 171.8 km/s
Small-W estimate W/(2 m vF): 186.4 km/s
Threshold energy of H+: 153 eV
Threshold energy of N+: 2142 eV
Threshold energy of Ar+: 6121 eV
ESCAPE AT 1.5 v_th, fastest electron redirected isotropically
Escape fraction, formula: 0.0338
Escape fraction, sampled: 0.0343
Ar+ AT SHEATH ENERGY
Sheath energy: 500 eV
Ion speed: 49.11 km/s
Largest free-electron energy gain: 1.16 eV
Momentum needed, W/(hbar v): 133 1/nm
Momentum available, kF+ks: 38.02 1/nm
NEGLECTED EFFECTS
Finite-mass rise of v_th, H+: 0.7 %
Finite-mass rise of v_th, Ar+: 0.018 %
Temperature: 300 K
Thermal energy 4kT: 0.103 eV
Occupation at EF+4kT: 0.018
Ar+ threshold from EF+4kT: 5807 eV
Sheath field: 0.01 MV/cm
Barrier lowering by field: 0.0379 eV
Ar+ threshold with lowered barrier: 6021 eV
Reciprocal vector G(111): 26.87 1/nm
Onset speed with one G(111): 100.7 km/s
Ar+ onset with one G(111): 2101 eV
Ar ionization energy (rough input): 15.8 eV
Potential-emission surplus I-2W: 7.2 eV
success
```
